# Ordering temperature of in-plane polarization below a graded free surface, part 1

(Sections cited here and not found follow in the second part.)

## 1. The depression law for a free surface

### What dimensions fix

Let the local Curie temperature of a ferroelectric fall linearly with depth $z$ below its surface,

$$T_c(z)=T_s-Gz,\qquad G>0 .$$

The surface value is $T_s$. A layer of material that could act alone would order at its own $T_c(z)$, so the surface plane would order first, at $T_s$. Layers do not act alone: a polarization that changes with depth costs gradient energy. The question is how far this cost lowers the temperature at which polarization first appears.

At the onset the polarization is infinitesimal, and only terms quadratic in it matter. In Landau theory these contain a temperature coefficient $a_0$ and a gradient coefficient $g$, both defined below. Multiplying the whole quadratic energy by a constant does not move the onset, so the two enter only through

$$D=\frac{g}{a_0},\qquad [D]=\text{length}^2\times\text{temperature}.$$

The other parameter is $G$, a temperature divided by a length. The temperatures $T$ and $T_s$ occur only as the difference $T_s-T$. If the surface brings in no length of its own, the depression must have the form $\tau D^{\alpha}G^{\beta}$ with a pure number $\tau$. Matching powers of length gives $2\alpha-\beta=0$, and matching powers of temperature gives $\alpha+\beta=1$. Hence $\alpha=1/3$, $\beta=2/3$, and

$$T_s-T_{\rm ord}=\tau\,D^{1/3}G^{2/3}. \tag{1}$$

Dimensions leave open the value of $\tau$ and its sign. They also show what would spoil the law: a surface with a length of its own, a film as thin as the ordered layer, or a $T_c$ profile that bends within that layer.

### Free energy and its assumptions

The polarization lies along one in-plane axis $x$ and depends on depth alone, $\mathbf P=(P(z),0,0)$. The temperature $T$ is uniform. The free energy per unit area is

$$F=\int_0^\infty\!\left[\frac{a_0}{2}\bigl(T-T_c(z)\bigr)P^2+\frac b4P^4+\frac g2P'^2\right]dz+\frac{g}{2\lambda}P(0)^2, \tag{2}$$

with $a_0,b,g>0$ and a prime for $d/dz$. The last term is the surface energy. The extrapolation length $\lambda$ is positive if the surface opposes polarization and negative if it favours it. A free surface, in the sense used here, has no such energy: $1/\lambda=0$. This is a statement about (2), and a surface exposed to air or vacuum need not satisfy it.

No depolarizing field appears in (2), because $\nabla\cdot\mathbf P=\partial P(z)/\partial x=0$ and there is no bound charge inside the film. The surface normal is along $z$ and $P_z=0$, so the surface carries no charge either. The lateral ends of the film are taken as far away or electrically compensated.

A pattern that varies within the plane cannot order earlier in this model. Multiplying the profile by $\cos ky$ adds $gk^2$ to the coefficient $a_0(T-T_c)$, which lowers the onset temperature by $Dk^2$. Variation along $x$ costs gradient energy too, and it creates bound charge whose field energy is not negative. The laterally uniform state therefore comes first.

The theory is mean-field: $P$ minimizes $F$, and thermal fluctuations enter only through the values of the coefficients.

### Equation and boundary condition

Change $P$ by a small $\delta P$. To first order,

$$\delta F=\int_0^\infty\!\left[a_0(T-T_c)P\,\delta P+bP^3\delta P+gP'\delta P'\right]dz+\frac g\lambda P(0)\,\delta P(0).$$

The gradient term is integrated by parts. With $P'\to0$ at great depth,

$$\int_0^\infty gP'\delta P'\,dz=-gP'(0)\,\delta P(0)-\int_0^\infty gP''\delta P\,dz .$$

The minus sign of the first term comes from the lower limit. Since $\delta P$ is arbitrary inside and at the surface, $\delta F=0$ requires two conditions:

$$-gP''+a_0(T-T_s+Gz)P+bP^3=0, \tag{3}$$

$$P'(0)=\frac{P(0)}{\lambda}. \tag{4}$$

For a free surface, $P'(0)=0$. The slope vanishes as a result of minimization and is not imposed separately.

### Why the lowest eigenvalue gives the onset

Write $\Delta=T_s-T$, so that positive $\Delta$ means a temperature below $T_s$. Then $T-T_c(z)=Gz-\Delta$. Taking $a_0/2$ out of the quadratic terms of (2) gives

$$F=\frac{a_0}{2}\left\{K[P]-\Delta\int_0^\infty P^2dz\right\}+\frac b4\int_0^\infty P^4dz, \tag{5}$$

$$K[P]=\int_0^\infty\left(DP'^2+GzP^2\right)dz+\frac D\lambda P(0)^2 .$$

Let $\Delta_1$ be the least value of $K[P]/\int P^2dz$, reached by a profile $\varphi$. A minimum exists because the term $Gz$ confines the profile near the surface.

- If $\Delta\le\Delta_1$, the curly bracket in (5) is never negative. As $b>0$, every nonzero $P$ has $F>0$, and the state $P=0$ is the absolute minimum.
- If $\Delta>\Delta_1$, insert $P=\epsilon\varphi$. The quadratic part is $-\tfrac12a_0(\Delta-\Delta_1)\epsilon^2\int\varphi^2dz$. It outweighs the quartic part for small $\epsilon$, so $F<0$ and the film is polarized.

Hence $T_{\rm ord}=T_s-\Delta_1$. The sign of $b$ matters here. With $b<0$, and a positive sixth-order term to keep $F$ bounded, $T_s-\Delta_1$ would be only the temperature at which the unpolarized state loses stability on cooling. A polarized state could then win at a higher temperature.

For $1/\lambda\ge0$ every term of $K$ is non-negative, and they cannot all vanish for a nonzero profile. So $\Delta_1>0$, and the word "depressed" is justified before any equation is solved.

Making the ratio $K/\int P^2dz$ stationary repeats the variation above without the cubic term:

$$-DP''+GzP=\Delta P,\qquad P'(0)=P(0)/\lambda . \tag{6}$$

The minimizing profile has no zero. The function $|\varphi|$ has the same $K$ and the same norm, so it is also a minimizer and must solve (6) smoothly. At an interior zero of $\varphi$, $|\varphi|$ would have a kink unless $\varphi'$ vanished there too. A solution of a second-order linear equation whose value and slope both vanish at a point is zero everywhere. A zero at $z=0$ is excluded in the same way, since (4) would make the slope vanish there.

### Reduction to Airy's equation

Put $z=\ell u$. The gradient term becomes $-(D/\ell^2)\,d^2P/du^2$ and the slope term becomes $G\ell\,uP$. The two coefficients are equal if $D/\ell^2=G\ell$, that is

$$\ell=\left(\frac DG\right)^{1/3}. \tag{7}$$

Dividing (6) by $G\ell$ and writing $\tau=\Delta/(G\ell)$ gives

$$-\frac{d^2P}{du^2}+uP=\tau P .$$

With $s=u-\tau$ this is Airy's equation, $d^2P/ds^2=sP$. One of its two independent solutions, ${\rm Ai}(s)$, decays for large positive $s$. The other, ${\rm Bi}(s)$, grows and would give infinite energy. Therefore

$$P(z)\propto{\rm Ai}\!\left(\frac z\ell-\tau\right). \tag{8}$$

Differentiation with respect to $z$ brings out a factor $1/\ell$, so (4) becomes

$$R(-\tau)=\frac\ell\lambda,\qquad R(s)=\frac{{\rm Ai}'(s)}{{\rm Ai}(s)} . \tag{9}$$

### One root, and which one

Equation (9) has many roots, and the nodeless one must be selected. A useful identity follows from multiplying ${\rm Ai}''=s\,{\rm Ai}$ by $2{\rm Ai}'$, which gives $({\rm Ai}'^2)'=s({\rm Ai}^2)'$. Integrate from $s$ to infinity, using integration by parts on the right:

$$-{\rm Ai}'(s)^2=-s\,{\rm Ai}(s)^2-\int_s^\infty{\rm Ai}(t)^2dt .$$

Changing all signs,

$$\int_s^\infty{\rm Ai}(t)^2dt={\rm Ai}'(s)^2-s\,{\rm Ai}(s)^2 . \tag{10}$$

The derivative of $R$ is ${\rm Ai}''/{\rm Ai}-({\rm Ai}'/{\rm Ai})^2=s-R^2$. By (10) this equals

$$R'(s)=-\frac{1}{{\rm Ai}(s)^2}\int_s^\infty{\rm Ai}(t)^2dt<0 . \tag{11}$$

So $R$ falls steadily wherever it is finite. The first zero of ${\rm Ai}$, coming from the right, is at $s=-2.33811$. Just to the right of it $R$ is large and positive. For large $s$ the function is positive and decreasing, so $R<0$, while (10) gives $R^2>s$; thus $R\to-\infty$. Between these ends $R$ takes each real value once. For every $\lambda\ne0$ there is one root with $-\tau>-2.33811$, and its profile (8) has no zero. Roots farther left have at least one node and belong to higher modes.

For the free surface the right side of (9) is zero, so ${\rm Ai}'(-\tau)=0$. The first root is

$$\tau_{\rm f}=1.01879 .$$

This value can be checked by hand. Solving Airy's equation in powers of $s$ gives two series, $f=1+s^3/6+s^6/180+s^9/12960+\dots$ and $h=s+s^4/12+s^7/504+s^{10}/45360+\dots$, and

$${\rm Ai}(s)={\rm Ai}(0)\left[f(s)-\frac{h(s)}{1.3717}\right].$$

The constant $1.3717=-{\rm Ai}(0)/{\rm Ai}'(0)$ is the one for which the growing solution is absent. The condition ${\rm Ai}'=0$ is $1.3717f'=h'$. At $s=-1.01879$, $f'=0.5190-0.0366+0.0008=0.4832$, so the left side is $0.6628$. The right side is $h'=1-0.35248+0.01553-0.00026=0.66279$, which rounds to the same value.

Since $G\ell=D^{1/3}G^{2/3}$, the result is

$$\boxed{T_{\rm ord}=T_s-1.01879\left(\frac g{a_0}\right)^{1/3}G^{2/3}} \tag{12}$$

### An estimate that shows the balance

A trial profile $e^{-z^2/(2w^2)}$ has zero slope at the surface and one adjustable width. Its averages, weighted with $P^2$, are $\langle z\rangle=w/\sqrt\pi$ and $\langle z^2\rangle=w^2/2$. Since $P'=-zP/w^2$, the gradient part is $D\langle z^2\rangle/w^4=D/(2w^2)$, and

$$\frac{K}{\int P^2dz}=\frac{D}{2w^2}+\frac{Gw}{\sqrt\pi}.$$

A narrow layer pays in gradient energy. A wide one reaches into material with a lower Curie temperature. Setting the derivative to zero gives $-D/w^3+G/\sqrt\pi=0$, so $w^3=\sqrt\pi\,D/G$ and $w=\pi^{1/6}\ell$. The two terms are then $G\ell/(2\pi^{1/3})$ and $G\ell/\pi^{1/3}$, with the sum

$$\frac{3}{2\pi^{1/3}}\,G\ell=1.024\,G\ell .$$

A trial profile cannot go below the true minimum, so this is an upper bound on the depression. It lies 0.5 % above the Airy value and has the same powers of $D$ and $G$.

### Direct diagonalization

For numerical work, and for profiles $T_c(z)$ that are not linear, (6) can be put on a grid of step $h$ with points $z_i=(i+\tfrac12)h$, $i=0,1,\dots$ The operator is a symmetric tridiagonal matrix. Its off-diagonal elements are $-D/h^2$, and its inner diagonal elements are $2D/h^2+T_s-T_c(z_i)$.

The surface lies halfway between $z_0$ and a fictitious point $z_{-1}$. There $P(0)\approx(P_0+P_{-1})/2$ and $P'(0)\approx(P_0-P_{-1})/h$. Condition (4) then reads

$$P_0\left(1-\frac h{2\lambda}\right)=P_{-1}\left(1+\frac h{2\lambda}\right),$$

$$P_{-1}=rP_0,\qquad r=\frac{1-h/(2\lambda)}{1+h/(2\lambda)} .$$

The first diagonal element becomes $(2-r)D/h^2+T_s-T_c(z_0)$. A free surface has $r=1$ and a surface with $P(0)=0$ has $r=-1$. For negative $\lambda$ the step must be much smaller than $|\lambda|$, since $r$ diverges at $h=2|\lambda|$. The lowest eigenvalue is the depression.

This route uses no Airy function. With $D=132.81$ nm² K, a film of 100 nm, free faces and $h=0.02$ nm, all held fixed while $G$ changes, it gives:

| $G$ (K/nm) | depression (K) |
|---:|---:|
| 0.25 | 2.0628 |
| 0.50 | 3.2745 |
| 1.00 | 5.1980 |
| 2.00 | 8.2512 |
| 4.00 | 13.0980 |

A straight-line fit of the logarithms has slope 0.66667. At $G=1$ K/nm, formula (12) gives 5.1980 K as well. The agreement tests the exponent and the coefficient, and it shows that the far face at 100 nm has no visible effect here.

## 2. Surface energy, amplitude and a worked film

### Symbols and results carried over

The Curie temperature is $T_c(z)=T_s-Gz$, $D=g/a_0$, and $\ell=(D/G)^{1/3}$. The depression is $\Delta_1=T_s-T_{\rm ord}=\tau G\ell$. Here $\tau$ is the nodeless root of $R(-\tau)=\ell/\lambda$, with $R={\rm Ai}'/{\rm Ai}$ and $R'=s-R^2<0$. The boundary condition is $P'(0)=P(0)/\lambda$. A free surface has $1/\lambda=0$ and $\tau_{\rm f}=1.01879$. The ordering profile $\varphi(z)\propto{\rm Ai}(z/\ell-\tau)$ is scaled to $\varphi(0)=1$. The quartic coefficient is $b>0$, and the theory is mean-field.

### How the depression divides

For a free surface $\Delta_1$ is the minimum of

$$\frac{\int(D\varphi'^2+Gz\varphi^2)\,dz}{\int\varphi^2dz}.$$

When $G$ changes slightly, the profile changes too, but at a minimum this has no first-order effect. Only the explicit $G$ counts, so $d\Delta_1/dG=\langle z\rangle$, the mean depth weighted with $\varphi^2$. Since $\Delta_1\propto G^{2/3}$ at fixed $D$,

$$\langle z\rangle=\frac{2\Delta_1}{3G}. \tag{13}$$

The part $G\langle z\rangle=\tfrac23\Delta_1$ arises because the layer samples material with a lower Curie temperature. The remaining third is gradient energy. Quadrature of the Airy profile confirms both fractions.

### When the surface has an energy of its own

A finite $\lambda$ is a second length, and the single power law is lost. Three limits are useful.

**Weak surface energy, $|\lambda|\gg\ell$.** Near the free-surface root $R=0$ and $R'=-\tau_{\rm f}$. A change of $\tau$ by $\delta\tau$ moves the argument $-\tau$ by $-\delta\tau$, so $R\approx\tau_{\rm f}\,\delta\tau$. Setting this equal to $\ell/\lambda$,

$$\Delta_1\approx G\ell\left(\tau_{\rm f}+\frac{\ell}{\tau_{\rm f}\lambda}\right). \tag{14}$$

The correction varies as $G\ell^2=D^{2/3}G^{1/3}$. It falls more slowly than the main term as $G$ decreases. The free-surface law therefore needs a gradient that is steep enough, $G\gg D/|\lambda|^3$. The margin must be wide, because the relative correction falls only as $G^{-1/3}$: at $G=1000\,D/|\lambda|^3$ it is still about 10 %. At very small $G$ even a weak surface energy takes over.

**Strongly opposing surface, $0<\lambda\ll\ell$.** The root approaches the first zero of ${\rm Ai}$. Put $-\tau=-2.33811+\epsilon$. At the zero ${\rm Ai}''=s\,{\rm Ai}=0$, so ${\rm Ai}\approx{\rm Ai}'\epsilon$ without a quadratic term, and $R\approx1/\epsilon$. Hence $\epsilon=\lambda/\ell$ and

$$\Delta_1\approx2.33811\,G\ell-G\lambda . \tag{15}$$

For $\lambda=0$, where $P(0)=0$, the two-thirds law returns with this larger coefficient. The profile is pushed away from the surface, which costs more gradient energy and places it in colder-ordering material.

For a free surface, the ordering temperature lies below the surface Curie temperature by $1.01879\,D^{1/3}G^{2/3}$, and the corrections for a weak and for a strongly opposing surface energy are now known. What remains is the surface that favours polarization, the amplitude just below the onset, and a worked barium strontium titanate film with the corrections that matter there.

Numerical values quoted here were computed with a short program.
